# Weighted Photon-Photon Collisions: Correct Breit-Wheeler Rates and Their Noise

A dense gas of gamma photons can turn part of itself into electrons and positrons, because two photons of sufficient energy may produce a pair. A simulation cell might hold \(10^{11}\) photons but only 200 macroparticles, each standing for many photons of one momentum, and some standing for ten times as many as others. Which macroparticles should collide, how often, and how many pairs should each collision make, so that the Breit-Wheeler rate comes out right?

## The rate for one pair of macroparticles

Macroparticle \(i\) has weight \(w_i\) (its number of real photons), energy \(E_i\) and direction \(\mathbf n_i\). The cell, of volume \(V\), is treated as homogeneous during a step \(\Delta t\). Photons are unpolarised, and pair creation is taken at tree level, without background fields.

Two photon beams of densities \(n_1,n_2\) cross at an angle with cosine \(\mu\). In their centre-of-momentum (CM) frame they meet head-on with closing speed \(2c\), so the events per volume and time are \(2c\,n_1^*n_2^*\sigma\). This event density is Lorentz invariant, since both the number of events and the four-volume are. The currents \(n_i(1,\mathbf n_i)\) are four-vectors whose invariant product is \(n_1n_2(1-\mu)\), which equals \(2n_1^*n_2^*\) in the CM frame. In the cell frame the event density is therefore \(c\sigma(1-\mu)n_1n_2\). With \(n_i=w_i/V\), multiplication by \(V\) gives the pairs per unit time:

\[
R_{ij}=\frac{w_iw_j\,g_{ij}}{V},\qquad g_{ij}=c\,\sigma_{ij}(1-\mu_{ij}).
\]

Photons inside one macroparticle are parallel, so they do not collide.

## Three macroparticles by hand

Let the weights be \((4,3,2)\) and the kernels \(g_{12},g_{13},g_{23}\) be \(6.399\), \(4.074\) and \(3.200\), in units of \(10^{-21}\,\mathrm{m^3/s}\). No kernel can exceed \(g_{\max}=2c\sigma_{\rm peak}=10.197\) in these units. Choose the step so that \(g_{\max}\Delta t/V=1/2\). Then \(g_{ij}\Delta t/V\) is \(0.3138\), \(0.1997\) and \(0.1569\).

One collision between weights 4 and 3 can make at most 3 pairs, because each pair takes one photon from each side. Let it make all 3. The required mean yield is \(4\cdot3\cdot0.3138\), so the mean number of such events must be \(4\cdot0.3138\): the larger weight sets the frequency and the smaller one the size.

To avoid scanning all pairs, draw candidates. The bound on (larger weight) × (kernel) is \(G=4g_{\max}\). With three possible pairs, the mean number of candidates is \(3G\Delta t/V=6\). Each candidate is one of the three pairs with equal chance, accepted with probability \(\max(w_i,w_j)g_{ij}/G\):

- pair 12: probability \(0.628\), event weight 3;
- pair 13: probability \(0.399\), event weight 2;
- pair 23: probability \(0.235\), event weight 2.

If weights were never reduced, the mean yield would be
\[
\tfrac{6}{3}(3\cdot0.628+2\cdot0.399+2\cdot0.235)\approx6.30 ,
\]
equal to the direct sum \(12(0.3138)+8(0.1997)+6(0.1569)\approx6.30\). But nine photons cannot make six pairs, so depletion must enter.

Remove the event weight from both partners at once. The first event leads to \((1,0,2)\), \((2,3,0)\) or \((4,1,0)\), with mean rates per step \(\lambda=1.255,\,0.799,\,0.471\) and total \(\Lambda_1=2.525\). One further event is then possible, with rate \(\nu=2(0.1997)=0.399\), \(3(0.3138)=0.941\) or \(4(0.3138)=1.255\), making 1, 2 or 1 pairs. The chance that both stages finish within the step, given the branch, is

\[
P(\nu)=\int_0^1\!\Lambda_1e^{-\Lambda_1t}\left[1-e^{-\nu(1-t)}\right]dt
=1-\frac{\Lambda_1e^{-\nu}-\nu e^{-\Lambda_1}}{\Lambda_1-\nu},
\]

or \(0.218\), \(0.426\) and \(0.512\). The first stage yields \((6.305/2.525)(1-e^{-2.525})=2.297\) pairs on average. The second adds

\[
\frac{1.255(0.218)+0.799(2)(0.426)+0.471(0.512)}{2.525}=0.473 .
\]

The total is \(2.770\); a master equation over the seven reachable states gives \(2.771\). The candidate procedure, with a Poisson-distributed number of candidates, gave \(2.780\pm0.009\) (standard error). Always drawing six candidates instead would give \(2.900\), which is 4.7% above the master-equation value of this macroparticle process. The distribution of the candidate number matters once weights deplete.

## The general algorithm

For \(N\) macroparticles, introduce a boost \(F\ge1\) that makes events more frequent and smaller. In each step:

1. Set \(G=w_{\max}g_{\max}\) from the current weights.
2. Draw the candidate number \(M\) from a Poisson distribution of mean \(\Lambda\Delta t\), where \(\Lambda=F\,\frac{N(N-1)}2\,\frac GV\).
3. For each candidate in turn, choose a pair uniformly and accept it with probability \(\max(w_i,w_j)g_{ij}/G\), using the weights as they now stand.
4. On acceptance create \(u_{ij}=\min(w_i,w_j)/F\) pairs and subtract \(u_{ij}\) from both weights.

The work scales with the number of candidates. For equal weights, with the total photon number, \(F\) and \(\Delta t/V\) fixed, \(G\) falls as \(1/N\), so the mean candidate number grows only as \(N-1\), while a scan of all pairs grows as \(N(N-1)/2\). No clock is advanced after each collision, hence the name no-time-counter.

**Proof of the rate.** A Poisson number of ordered candidates is what a process of constant rate \(\Lambda\) produces during \(\Delta t\). In a given state, the rate of accepted events for pair \((i,j)\) is

\[
\Lambda\,\frac{2}{N(N-1)}\,\frac{\max(w_i,w_j)g_{ij}}{G}
=\frac{F\max(w_i,w_j)g_{ij}}{V}.
\]

Multiplying by \(u_{ij}\), and using \(\min\cdot\max=w_iw_j\), gives \(w_iw_jg_{ij}/V=R_{ij}\). Both \(F\) and \(G\) have cancelled from the rate in a given state. The bound \(G\) remains valid throughout the step because weights only fall and the momenta are fixed.

The equivalence with the continuous-time jump process holds for any step length. Let \(Q\) be the generator of the jump process with these event rates. One candidate, accepted or not, changes the state probabilities by the matrix \(1+Q/\Lambda\). Averaging over the Poisson number,

\[
\sum_{M=0}^\infty e^{-\Lambda\Delta t}\frac{(\Lambda\Delta t)^M}{M!}\left(1+\frac Q\Lambda\right)^M
=e^{-\Lambda\Delta t}e^{\Lambda\Delta t+Q\Delta t}=e^{Q\Delta t},
\]

which is the evolution of the continuous-time process. A fixed \(M=\Lambda\Delta t\) gives \((1+Q\Delta t/M)^M\) instead, the source of the 4.7% above. With negligible depletion all candidates see the same weights, and a fixed number then has the correct mean too.

Each event lowers \(w_i\) by \(u_{ij}\), so

\[
\frac{d\langle w_i\rangle}{dt}=-\frac1V\sum_{j\ne i}g_{ij}\langle w_iw_j\rangle .
\]

The average of the product appears, not the product of averages. Replacing one by the other is a mean-field step, which needs small correlations between weights. These correlations depend on the event size, so under strong depletion the yield of a step depends on \(F\). For the three macroparticles above it is \(2.771\) at \(F=1\), \(2.68\) at \(F=2\) and \(2.614\) in the mean-field limit \(F\to\infty\), while nine real photons reacting one pair at a time give \(2.676\). The result is exact for the macroparticle process in a frozen, homogeneous cell; transport, density gradients and photons emitted during the step bring their own errors.

## The cross section

Set \(\hbar=c=1\) and work in the CM frame. The photons have energy \(\omega\), momenta \(k_1,k_2\) along \(\pm z\) and real transverse polarisations \(\mathbf e_1,\mathbf e_2\). The electron has \(p=(\omega,\mathbf p)\) and the positron \(q=(\omega,-\mathbf p)\), with \(|\mathbf p|=\beta\omega\) and \(\mathbf p\) in the \(xz\) plane. Write \(C=\cos\theta\), \(S=\sin\theta\) for the electron angle, and \(L=1-\beta^2C^2\). Up to a phase, \(M=e^2\bar u(p)\Gamma v(q)\) with

\[
\Gamma=\frac{\not\epsilon_1(\not p-\not k_1+m)\not\epsilon_2}{-D_1}+\frac{\not\epsilon_2(\not p-\not k_2+m)\not\epsilon_1}{-D_2},\qquad D_{1,2}=2\omega^2(1\mp\beta C).
\]

Three reductions help. The Dirac equation gives \(\bar u\not\epsilon_1(\not p+m)=2p\cdot\epsilon_1\bar u\), with \(p\cdot\epsilon_1=-\mathbf p\cdot\mathbf e_1\). Transversality gives \(-\not\epsilon_1\not k_1=\not k_1\not\epsilon_1\). Finally \(\not\epsilon_1\not\epsilon_2=-d-i\kappa\Sigma^3\), with \(d=\mathbf e_1\cdot\mathbf e_2\) and \(\kappa=(\mathbf e_1\times\mathbf e_2)_z\). Current conservation removes \(\bar u\gamma^0v\). With \(A^\mu=\gamma^\mu\gamma_5\), \(\gamma^0\Sigma^3=A^3\) and \(\gamma^3\Sigma^3=A^0\), what remains is

\[
\begin{aligned}
-\Gamma={}&\frac{2(\mathbf p\cdot\mathbf e_1)\,\mathbf e_2\cdot\boldsymbol\gamma}{D_1}+\frac{2(\mathbf p\cdot\mathbf e_2)\,\mathbf e_1\cdot\boldsymbol\gamma}{D_2}\\
&+\frac{d\,\beta C\gamma^3-i\kappa(\beta CA^3-A^0)}{\omega L},
\end{aligned}
\]

because \(1/D_1+1/D_2=1/(\omega^2L)\) and \(1/D_1-1/D_2=\beta C/(\omega^2L)\).

Traces give the spin sums of products of bilinears: \(8(\omega^2\delta_{ij}-p_ip_j)\) for \(\gamma^i,\gamma^j\); \(8m^2\) for \(A^0,A^0\); \(8p_x^2\) for \(A^3,A^3\); and \(8i\omega p_x\) for \(\gamma^2\) with the conjugate of \(A^3\). The products of \(A^0\) with \(A^3\) and with \(\gamma^2\) vanish.

Both polarisations along \(y\): only \(\beta C\gamma^3/(\omega L)\) survives, and
\[
\Sigma_{yy}=\frac{8\beta^2C^2(1-\beta^2C^2)}{L^2}=\frac{8\beta^2C^2}{L}.
\]

Both along \(x\): the operator is \(\beta(2S\gamma^1+C\gamma^3)/(\omega L)\). Since \(4S^2+C^2=1+3S^2\) and \(2S^2+C^2=1+S^2\),
\[
\Sigma_{xx}=\frac{8\beta^2[1+3S^2-\beta^2(1+S^2)^2]}{L^2}.
\]

Crossed, \(\mathbf e_1=\hat x\), \(\mathbf e_2=\hat y\): the vector coefficient is \(\beta S(1+\beta C)/(\omega L)\), and its interference with \(A^3\) is negative:
\[
\begin{aligned}
\Sigma_{xy}&=\frac8{L^2}\left\{\beta^2S^2\left[(1+\beta C)-\beta C\right]^2+1-\beta^2\right\}\\
&=\frac{8(1-\beta^2+\beta^2S^2)}{L^2}=\frac8L .
\end{aligned}
\]
Exchanging the photons gives \(\Sigma_{yx}=8/L\). These sums were tested against explicit Dirac matrices.

Their total is \(16f\), with \(f=(1+2\beta^2S^2-\beta^4-\beta^4S^4)/L^2\). Averaging over four polarisation states and using two-body phase space with \(s=4\omega^2\), \(m^2=\omega^2(1-\beta^2)\) and \(r_e=\alpha/m\),

\[
\frac{d\sigma}{d\Omega}=\frac{\beta}{64\pi^2s}(4\pi\alpha)^2\frac{16f}{4}
=\frac{r_e^2}{4}\beta(1-\beta^2)f .
\]

For the integral put \(a=1-\beta^2\), so that \(\beta^2S^2=L-a\). Then
\[
f=-1+\frac{2(1+a)}L-\frac{2a^2}{L^2}.
\]
With \(\ell=\ln\frac{1+\beta}{1-\beta}\), one has \(\int_{-1}^1dC/L=\ell/\beta\). The identity \(\frac{d}{dC}\frac CL=\frac2{L^2}-\frac1L\) then gives \(\int_{-1}^1 dC/L^2=1/a+\ell/(2\beta)\). Hence \(\beta\int f\,dC=(2+2a-a^2)\ell-2\beta(1+a)\), and

\[
\sigma=\frac{\pi r_e^2}{2}(1-\beta^2)\left[(3-\beta^4)\ln\frac{1+\beta}{1-\beta}-2\beta(2-\beta^2)\right].
\]

In cell variables \(s=2E_1E_2(1-\mu)\), so with \(c\) restored
\[
\beta^2=1-\frac{2m^2c^4}{E_1E_2(1-\mu)};
\]
a negative right side means no reaction. Near threshold \(\sigma\simeq\pi r_e^2\beta\). Far above it, with \(\gamma^2=1/(1-\beta^2)\), \(\sigma\simeq\pi r_e^2[\ln(4\gamma^2)-1]/\gamma^2\). In between lies the peak, \(1.70\times10^{-29}\,\mathrm{m^2}\) at \(\beta=0.70\), which supplies \(g_{\max}\).

## Collision noise

Suppose depletion during the step is negligible. The event numbers of different pairs are then independent Poisson variables of mean \(\lambda_{ij}=F\max(w_i,w_j)g_{ij}\Delta t/V\). The yield \(Y\) is the sum of \(u_{ij}\) over events, so

\[
\operatorname{Var}Y=\sum_{i<j}u_{ij}^2\lambda_{ij}
=\frac{\Delta t}{V}\sum_{i<j}u_{ij}w_iw_jg_{ij}.
\]

Let \(n_{\rm ev}=\sum\lambda_{ij}\), and let angle brackets around \(u\) denote averages over accepted events. The mean yield is \(\bar Y=n_{\rm ev}\langle u\rangle\) and the variance is \(n_{\rm ev}\langle u^2\rangle\), hence

\[
\frac{\operatorname{Var}Y}{\bar Y^2}=\frac1{n_{\rm ev}}\frac{\langle u^2\rangle}{\langle u\rangle^2}\ge\frac1{n_{\rm ev}} .
\]

Equality requires all events to have the same weight. At a given number of events, a spread of event weights costs noise. Raising \(F\) lowers the variance as \(1/F\) and raises the work as \(F\). Real pair production corresponds to \(u=1\); a boost that makes \(u<1\) suppresses fluctuations below their natural level.

At fixed \(F\) the comparison is less one-sided. Take a uniform kernel and \(F=1\), and write \(W=\sum w_i\), \(S_k=\sum w_i^k\), \(N_{\rm eff}=W^2/S_2\). The effective event weight is \(\operatorname{Var}Y/\bar Y\). Using \(\min(w_i,w_j)\le(w_i+w_j)/2\),

\[
\frac{\operatorname{Var}Y}{\bar Y}\le\frac{S_2W-S_3}{W^2-S_2}\le\frac{S_2}{W}=\frac W{N_{\rm eff}} .
\]

The second inequality, after cross-multiplication, is \(S_2^2\le S_3W\), which is the Cauchy-Schwarz inequality. This is a bound, not an estimate. For 200 macroparticles, half of them heavier by a factor 2, the effective event weight is 0.96 times the mean weight, slightly better than equal weights. For a factor 10 it is 1.53 times the mean weight.

## Loading noise and the missing self-pairs

The algorithm reproduces the rate of the macroparticles it is given. Their momenta are themselves a random sample. Let them be independent draws from one distribution, uncorrelated with the weights, and let \(\bar g\) and \(\zeta\) be the mean and variance of \(g_{ij}\). Split

\[
g_{ij}=\bar g+a_i+a_j+b_{ij},
\]

where \(\bar g+a_i\) is the average of \(g_{ij}\) over the partner \(j\). Then \(a_i\) has mean zero and variance \(\zeta_1\), while \(b_{ij}\) averages to zero over either partner and has variance \(\zeta-2\zeta_1\). All these terms are mutually uncorrelated. In \(K=\sum_{i<j}w_iw_jg_{ij}\), the term \(a_i\) carries the factor \(w_i(W-w_i)\), so

\[
\operatorname{Var}K=\zeta_1\sum_iw_i^2(W-w_i)^2+(\zeta-2\zeta_1)\sum_{i<j}w_i^2w_j^2 .
\]

When every \(w_i\ll W\), the first sum is close to \(\zeta_1S_2W^2\) and the second is at most \((\zeta-2\zeta_1)S_2^2/2\). Division by \((\bar gW^2/2)^2\) gives relative variances \(4\zeta_1/(\bar g^2N_{\rm eff})\) and at most \(2(\zeta-2\zeta_1)/(\bar g^2N_{\rm eff}^2)\). The first dominates if \(\zeta_1N_{\rm eff}\gg\zeta\); for an isotropic gas of a single energy \(\zeta_1=0\) and only the second remains. Here unequal weights hurt through \(N_{\rm eff}\le N\). If weights are deliberately correlated with momentum, this formula does not apply.

The mean also needs care. At fixed number and weights,

\[
\langle K\rangle=\bar g\,\frac{W^2-S_2}{2}=\frac{\bar gW^2}{2}\left(1-\frac1{N_{\rm eff}}\right).
\]

The continuum value is \(\bar gW^2/2\). The deficit arises because photons sharing a macroparticle cannot meet, whereas independent real photons could.

If instead the macroparticle number is Poisson distributed with mean \(\nu_0\), and weights are independent with mean \(\bar w\), then \(\langle N(N-1)\rangle=\nu_0^2\) and \(\langle K\rangle=\bar g(\nu_0\bar w)^2/2\). Upward fluctuations of the number compensate the missing self-pairs on average. Multiplying every cell by \(1/(1-1/N_{\rm eff})\) would then introduce an error.

Both cases were tested with about 20 macroparticles, light and ten times heavier in equal proportion. For fixed number \(N_{\rm eff}=11.98\), predicting \(0.9165\) of the continuum rate; repeated loadings gave \(0.916\pm0.001\). With a Poisson number they gave \(1.002\pm0.006\).

## A gas of \(10^{11}\) photons

An isotropic model gas has energies uniform between 0.6 and 3 MeV. Quadrature over energies and angles gives \(\bar g=2.890\times10^{-21}\,\mathrm{m^3/s}\) and \(\zeta_1/\bar g^2=0.0356\). With \(W=10^{11}\), \(V=10^{-18}\,\mathrm{m^3}\) and \(\Delta t=10^{-15}\,\mathrm s\), the continuum yield per step is

\[
\frac{W^2\bar g\,\Delta t}{2V}=\frac{10^{22}(2.890\times10^{-21})10^{-15}}{2\times10^{-18}}\approx1.445\times10^4\ \text{pairs}.
\]

This uses a fraction \(2.9\times10^{-7}\) of the photons, so depletion is negligible. With 200 equal macroparticles of weight \(5\times10^8\) and \(F=1\), an event would make \(5\times10^8\) pairs and would almost never occur. The boost \(F=10^6\) reduces this to 500 pairs.

**Equal weights.** The loaded set has an explicit pair sum of 14,402 pairs, and 6000 independent steps from the same initial state averaged \(14{,}418\pm34\). There are \(14{,}402/500=28.8\) events per step, so the relative collision noise is \(1/\sqrt{28.8}=0.186\); the simulated value was 0.185.

**Unequal weights.** Keep the momenta and total photon number, but make half the macroparticles ten times heavier. Events now make 91 or 909 pairs. The pair sum is 14,534 and the simulated mean \(14{,}563\pm43\). There are more events, 40.9 per step, yet the noise rises because \(\langle u^2\rangle/\langle u\rangle^2=2.16\):

\[
\sqrt{2.16/40.9}=0.230 ,
\]

again as simulated. Candidates rise from 101 to 184 per step, because \(G\) follows the heaviest weight. Matching the equal-weight noise would require \(F\) larger by \((0.230/0.186)^2\approx1.5\), or about 280 candidates instead of 101.

The loading noise, relative to the continuum yield, is 0.027 for equal and 0.035 for unequal weights, where \(N_{\rm eff}\) falls from 200 to 120. In one step it is minor. But collision noise is independent from step to step: averaged over 6000 steps from the same state, 0.230 becomes \(0.230/\sqrt{6000}=0.003\). Loading noise stays at 0.035 for as long as the same momenta remain in the cell. Longer averaging or a larger \(F\) does not reduce it; more effective macroparticles or fresh momenta do. Keeping the same momenta for many steps describes a periodic or zero-dimensional cell. With transport, light travels \(c\Delta t=0.3\,\mu\mathrm m\) per step in a cube of side \(1\,\mu\mathrm m\), and only about a tenth of the photons are still inside after three steps, so the momenta in the cell are renewed within a few steps.

## Numbers as computed

```
electron rest energy: 0.510999 MeV
peak cross section: 1.7006e-29 m^2 at beta = 0.7013
kernel bound 2 c sigma_peak: 1.0197e-20 m^3/s
largest relative error, Dirac sum vs cross section: 8.9e-15
small system: pair kernels 12, 13, 23: 6.3990e-21, 4.0736e-21, 3.1995e-21 m^3/s
small system: weights (4, 3, 2), mean candidates 6, states 7
small system: yield without depletion: 6.3046 pairs
small system: yield, master equation: 2.7706 pairs
small system: yield, NTC Poisson count: 2.7799 pairs
small system: its standard error: 0.0087 pairs
small system: yield, fixed candidate count: 2.9002 pairs
gas energies: uniform from 0.6 to 3.0 MeV
gas mean kernel: 2.8896e-21 m^3/s
gas zeta/mean^2: 0.4116, zeta_one/mean^2: 0.03560
loading test (10 light, 10 ten times heavier): N_eff = 11.980
loading test: mean/continuum, formula: 0.9165
loading test: mean/continuum, fixed number: 0.9161
loading test: mean/continuum, Poisson number: 1.0015
loading test: standard errors: 0.0011, 0.0055
loading test: std/continuum, formula: 0.1188
loading test: std/continuum, sampled: 0.1185
uniform kernel: event weight / mean weight, factor 2: 0.9616
uniform kernel: event weight / mean weight, factor 10: 1.5319
example: 1e+11 photons, 200 macroparticles, boost 1e+06, 6000 steps
example: volume 1e-18 m^3, time step 1e-15 s
example: continuum yield per step: 14447.8 pairs
example: fraction of photons lost per step: 2.890e-07
example: natural relative Poisson noise: 0.00832
[equal] lightest, heaviest weight: 5.0000e+08, 5.0000e+08 photons
[equal] effective macroparticle number: 200.00
[equal] yield by explicit pair sum: 14401.9 pairs
[equal] yield, mean of NTC steps: 14417.6 pairs
[equal] standard error of that mean: 34.4 pairs
[equal] expected candidates per step: 101.46
[equal] simulated candidates per step: 101.55
[equal] expected events per step: 28.80
[equal] simulated events per step: 28.84
[equal] event-weight penalty <u^2>/<u>^2: 1.0000
[equal] relative collision noise, formula: 0.1863
[equal] relative collision noise, simulated: 0.1846
[equal] relative loading noise, formula: 0.0269
[equal] both noises in quadrature: 0.1883
[unequal] lightest, heaviest weight: 9.0909e+07, 9.0909e+08 photons
[unequal] effective macroparticle number: 119.80
[unequal] yield by explicit pair sum: 14533.7 pairs
[unequal] yield, mean of NTC steps: 14563.0 pairs
[unequal] standard error of that mean: 43.3 pairs
[unequal] expected candidates per step: 184.47
[unequal] simulated candidates per step: 184.70
[unequal] expected events per step: 40.86
[unequal] simulated events per step: 40.95
[unequal] event-weight penalty <u^2>/<u>^2: 2.1581
[unequal] relative collision noise, formula: 0.2298
[unequal] relative collision noise, simulated: 0.2303
[unequal] relative loading noise, formula: 0.0348
[unequal] both noises in quadrature: 0.2325
```
